\section*{Exponential depletion of growth along a channel reactor with one absorbing wall}

\section{What scaling fixes}

A gas carrying a dilute precursor flows at uniform speed $u$ through a flat channel of height $H$. The precursor diffuses with diffusivity $D$ and is consumed as fast as it arrives at the lower wall, where the film grows. How fast does the growth rate fall with distance $x$ along the channel?

Suppose that the flow alone carries precursor along $x$, and diffusion alone carries it along $y$, across the channel. Lengths along $x$ and $y$ may then be measured in separate units, $L_x$ and $L_y$. With $T$ the unit of time, the dimensions are
\begin{equation}
[u]=L_x/T,\qquad [D]=L_y^2/T,\qquad [H]=L_y .
\end{equation}
A decay rate per unit distance has dimension $1/L_x$. The one product of powers of $u$, $D$ and $H$ with this dimension is $D/(uH^2)$, so
\begin{equation}
a=C\,\frac{D}{uH^2},
\label{eq:scaling}
\end{equation}
with $C$ a pure number. In physical terms, diffusion across the channel takes a time of order $H^2/D$, during which the gas travels $uH^2/D$. Doubling the speed doubles the decay length; doubling the height quadruples it.

Scaling shows neither that the decay is exponential nor what $C$ is. Both follow from the transport equation and the conditions at the two walls.

\section{Model and assumptions}

Let $c(x,y)$ be the precursor concentration, with $y=0$ at the growing wall and $y=H$ at the ceiling. The state is steady, $D$ is constant, and nothing varies in the third direction. Gas reactions and thermal diffusion are left out. The molar flux has components
\begin{equation}
j_x=uc-D\frac{\partial c}{\partial x},\qquad
j_y=-D\frac{\partial c}{\partial y}.
\end{equation}
In a steady state without sources its divergence vanishes:
\begin{equation}
u\frac{\partial c}{\partial x}
=D\left(\frac{\partial^2c}{\partial x^2}+\frac{\partial^2c}{\partial y^2}\right).
\label{eq:full}
\end{equation}
A perfectly absorbing wall holds the concentration beside it at zero, and an impermeable ceiling has no normal flux. With a uniform inlet,
\begin{equation}
c(x,0)=0,\qquad \left.\frac{\partial c}{\partial y}\right|_{y=H}=0,\qquad
c(0,y)=c_0 .
\label{eq:bc}
\end{equation}

To see when axial diffusion matters, put $y=H\eta$ and $x=(uH^2/D)X$. Dividing \eqref{eq:full} by $D/H^2$ gives
\begin{equation}
\frac{\partial c}{\partial X}=\frac{\partial^2c}{\partial\eta^2}
+\frac{1}{\mathrm{Pe}^2}\frac{\partial^2c}{\partial X^2},
\qquad \mathrm{Pe}=\frac{uH}{D}.
\end{equation}
For large Péclet number $\mathrm{Pe}$ the last term is small wherever $c$ varies smoothly on the scale of $X$. We drop it first and restore it later.

\section{Modes across the channel}

Try $c=Y(y)\,e^{-\lambda x}$ in $u\,\partial c/\partial x=D\,\partial^2c/\partial y^2$. This gives $-u\lambda Y=DY''$, or
\begin{equation}
Y''=-k^2Y,\qquad k^2=\frac{u\lambda}{D}.
\label{eq:mode}
\end{equation}
The constant $k^2$ must be positive. Multiply \eqref{eq:mode} by $-Y$ and integrate by parts:
\begin{equation}
k^2\int_0^HY^2dy=-\bigl[YY'\bigr]_0^H+\int_0^H(Y')^2dy
=\int_0^H(Y')^2dy .
\end{equation}
The boundary term vanishes because $Y(0)=0$ and $Y'(H)=0$. The last integral is zero for constant $Y$ alone, and $Y(0)=0$ would make that constant zero. Every mode therefore decays downstream.

The solution of \eqref{eq:mode} that vanishes at the wall is $Y=\sin ky$. The ceiling requires $k\cos kH=0$, so
\begin{equation}
k_n=\frac{(2n+1)\pi}{2H},\qquad
\frac{Dk_n^2}{u}=(2n+1)^2a,\qquad n=0,1,2,\ldots,
\end{equation}
where the lowest rate is
\begin{equation}
\boxed{\,a=\frac{\pi^2D}{4uH^2}\,}
\label{eq:a}
\end{equation}
The number in \eqref{eq:scaling} is thus $C=\pi^2/4$. The lowest mode is a quarter wave: zero at the wall and flat at the ceiling. If the ceiling also absorbed, the lowest mode would be a half wave with $k=\pi/H$, and the rate would be $4a$.

\section{Wall flux and growth rate}

The inlet profile sets the amplitudes. For $Y_n=\sin k_ny$, equation \eqref{eq:mode} gives
\begin{equation}
(k_n^2-k_m^2)\int_0^HY_nY_m\,dy=\bigl[Y_nY_m'-Y_mY_n'\bigr]_0^H=0,
\end{equation}
so different modes are orthogonal. The set is complete: a profile reflected about $y=H$ has an ordinary sine series on $0<y<2H$, and the reflection symmetry leaves just these sines. The integrals needed are
\begin{align}
\int_0^H\sin^2k_ny\,dy&=\frac H2-\frac{\sin2k_nH}{4k_n}=\frac H2,\\
\int_0^H\sin k_ny\,dy&=\frac{1-\cos k_nH}{k_n}=\frac1{k_n},
\end{align}
since $2k_nH=(2n+1)\pi$. The amplitude of mode $n$ is $c_0(1/k_n)/(H/2)=2c_0/(k_nH)$, and
\begin{equation}
c=c_0\sum_{n=0}^{\infty}\frac{4}{(2n+1)\pi}\sin(k_ny)\,e^{-(2n+1)^2ax}.
\label{eq:c}
\end{equation}

The flux into the wall points towards negative $y$, so it is $J=-j_y=+D\,\partial c/\partial y$ at $y=0$. The derivative multiplies each amplitude by $k_n$, which cancels the $k_n$ in its denominator:
\begin{equation}
J(x)=\frac{2Dc_0}{H}\sum_{n=0}^{\infty}e^{-(2n+1)^2ax}.
\label{eq:J}
\end{equation}
If each absorbed molecule adds one formula unit to a film of molar volume $V_m$, the growth rate is $G=V_mJ$.

\section{Where one exponential is enough}

The second term of \eqref{eq:J} relative to the first is $e^{-9ax}/e^{-ax}=e^{-8ax}$. It has fallen to one per cent at
\begin{equation}
x_{1\%}=\frac{\ln100}{8a}\approx\frac{0.58}{a}.
\label{eq:one}
\end{equation}
The third term is then smaller still, $e^{-24ax}=10^{-6}$ of the first. The single exponential is a downstream law, valid from roughly half a decay length onwards.

The final rate does not need a uniform inlet. For an inlet profile $c_{\rm in}(y)$ the lowest amplitude is
\begin{equation}
A_0=\frac2H\int_0^Hc_{\rm in}(y)\sin\frac{\pi y}{2H}\,dy .
\end{equation}
The sine is positive for $0<y\le H$ and a concentration is never negative, so $A_0>0$ for any inlet that carries precursor. The profile changes the amplitude and the entrance length, but not $a$.

\section{The entrance region}

Close to the inlet the depleted layer is thin and the ceiling has no influence yet. Without a ceiling there is no fixed height, so we seek $c=c_0g(s)$ with $s=y\sqrt{u/(4Dx)}$. Since $\partial s/\partial x=-s/(2x)$,
\begin{equation}
-\frac{us}{2x}g'=\frac{u}{4x}g''\quad\Longrightarrow\quad g''=-2sg'.
\end{equation}
With $g(0)=0$ and $g(\infty)=1$ this integrates to $g'=(2/\sqrt\pi)e^{-s^2}$, and
\begin{equation}
J=Dc_0\,g'(0)\sqrt{\frac{u}{4Dx}}=c_0\sqrt{\frac{uD}{\pi x}} .
\label{eq:entrance}
\end{equation}
This is a power law, not an exponential.

Reflections show when the ceiling enters. Extend the inlet profile evenly about $y=H$ and oddly about $y=0$. It becomes a square wave with jumps $2c_0(-1)^m$ at $y=2mH$, for every integer $m$. Downstream, the slope due to each jump is a Gaussian of unit area, $e^{-(y-2mH)^2u/(4Dx)}/\sqrt{4\pi Dx/u}$, times the jump. Adding the slopes at $y=0$ gives
\begin{equation}
J=c_0\sqrt{\frac{uD}{\pi x}}
\left[1+2\sum_{m=1}^{\infty}(-1)^me^{-m^2uH^2/(Dx)}\right].
\label{eq:images}
\end{equation}
This is \eqref{eq:J} in a form that converges quickly near the inlet. The ceiling's first effect is a relative change of $-2e^{-uH^2/(Dx)}$, which is tiny while $x\ll uH^2/D$. Because axial diffusion was dropped, \eqref{eq:entrance} also needs $x\gg D/u$.

\section{Depletion of the gas}

Integrate the transport equation over the height, with $\bar c$ the mean concentration. The slope is zero at the ceiling and $J/D$ at the wall, so
\begin{equation}
uH\frac{d\bar c}{dx}=D\left[\frac{\partial c}{\partial y}\right]_0^H=-J .
\label{eq:balance}
\end{equation}
What the wall takes, the stream loses. The mean of $\sin k_ny$ is $1/(k_nH)$, so \eqref{eq:c} gives the consumed fraction of the inlet supply,
\begin{equation}
1-\frac{\bar c}{c_0}=1-\frac8{\pi^2}\sum_{n=0}^{\infty}
\frac{e^{-(2n+1)^2ax}}{(2n+1)^2}.
\label{eq:consumed}
\end{equation}
Far downstream both $J$ and $\bar c$ reduce to their first terms, whose ratio is
\begin{equation}
\frac{J}{\bar c}=\frac{2D/H}{8/\pi^2}=\frac{\pi^2D}{4H}.
\end{equation}
Once the profile has settled into the quarter wave, the wall removes precursor in proportion to what remains. Equation \eqref{eq:balance} then becomes $d\bar c/dx=-a\bar c$, which is the origin of the exponential.

\section{Axial diffusion restored}

Now keep the whole of \eqref{eq:full}, with the inlet concentration still fixed at $c_0$ and the solution bounded downstream. The cross-channel modes are unchanged. Inserting $\sin(k_ny)e^{-\lambda_nx}$ gives $-u\lambda_n=D\lambda_n^2-Dk_n^2$, or
\begin{equation}
D\lambda_n^2+u\lambda_n-Dk_n^2=0 .
\end{equation}
The product of the roots is $-k_n^2<0$, so one root is positive and one negative. The negative root would grow downstream and is excluded. The other is
\begin{equation}
\lambda_n=\frac{u}{2D}\left[\sqrt{1+\frac{4D^2k_n^2}{u^2}}-1\right].
\label{eq:axial}
\end{equation}
The inlet amplitudes are as before, so
\begin{equation}
J=\frac{2Dc_0}{H}\sum_{n=0}^{\infty}e^{-\lambda_nx}.
\label{eq:Jaxial}
\end{equation}

For $n=0$ let $s=4D^2k_0^2/u^2=\pi^2/\mathrm{Pe}^2$. Then $a=(u/2D)(s/2)$, and $\sqrt{1+s}-1=s/2-s^2/8+\cdots$ gives
\begin{equation}
\frac{\lambda_0}{a}=1-\frac s4+\cdots
=1-\left(\frac{\pi}{2\,\mathrm{Pe}}\right)^2+\cdots .
\label{eq:largepe}
\end{equation}
Since $\sqrt{1+s}-1<s/2$ for $s>0$, the true rate lies below $a$ at any finite $\mathrm{Pe}$ and approaches it as $\mathrm{Pe}\to\infty$. In the opposite limit, $\mathrm{Pe}\to0$, \eqref{eq:axial} gives $\lambda_0\to k_0=\pi/(2H)$: the speed drops out, and diffusion alone sets the decay.

At $\mathrm{Pe}=2$ the difference is large. Equation \eqref{eq:axial} gives $\lambda_0H=\sqrt{1+\pi^2/4}-1=0.862$, whereas $aH=\pi^2/8=1.234$ is 43\% higher. A finite-difference solution of \eqref{eq:full} in a channel of length $8H$, with zero axial slope at its end, also gives 0.862 from the wall flux between $4H$ and $5H$.

The fixed inlet has a flaw at the corner $x=y=0$, where $c$ jumps from $c_0$ to zero. For large $n$, $\lambda_n\approx k_n$, so the integrated flux, proportional to $\sum1/\lambda_n$, diverges logarithmically. The local flux at $x>0$ is finite, and so is $1-\bar c/c_0$, but the total uptake of the wall is not, so $1-\bar c/c_0$ no longer measures the fraction of the feed deposited. Equation \eqref{eq:consumed} belongs to the model without axial diffusion.

\section{A worked reactor}

Take round model values: $u=0.20$ m/s, $H=0.020$ m, $D=2.0\times10^{-4}$ m$^2$/s, $c_0=1.0\times10^{-3}$ mol/m$^3$ and $V_m=3.0\times10^{-5}$ m$^3$/mol. Then
\begin{align}
\mathrm{Pe}&=\frac{0.20\times0.020}{2.0\times10^{-4}}=20,\\
a&=\frac{\pi^2\times2.0\times10^{-4}}{4\times0.20\times(0.020)^2}
=6.17\ \mathrm{m^{-1}} .
\end{align}
The decay length is $1/a=0.162$ m, or 16 cm, and in the exponential region growth halves every $\ln2/a=0.112$ m. By \eqref{eq:one} the second mode is down to one per cent of the first at $x=0.093$ m. The leading term, extrapolated back to the inlet, is
\begin{equation}
V_m\frac{2Dc_0}{H}=3.0\times10^{-5}\times2.0\times10^{-5}
=6.0\times10^{-10}\ \mathrm{m/s},
\end{equation}
which is 2.16 $\mu$m/h. The table gives growth rates in $\mu$m/h from the full series \eqref{eq:J}, from its leading term, and from \eqref{eq:Jaxial}. The last column is the consumed fraction \eqref{eq:consumed}.

\begin{center}
\begin{tabular}{ccccc}
$x$ (m) & full & leading & with axial & consumed\\
0.02 & 2.725 & 1.909 & 2.824 & 0.252\\
0.05 & 1.722 & 1.587 & 1.747 & 0.399\\
0.10 & 1.174 & 1.166 & 1.181 & 0.562\\
0.20 & 0.629 & 0.629 & 0.634 & 0.764\\
0.30 & 0.339 & 0.339 & 0.343 & 0.873
\end{tabular}
\end{center}

At 0.02 m the full series is 43\% above its leading term, so the simple exponential fails there. The entrance law \eqref{eq:entrance} gives 2.725 $\mu$m/h, the same as the full series to the digits shown. This follows from \eqref{eq:images}: $uH^2/D=0.40$ m, so the ceiling's relative effect is about $2e^{-20}$. At 0.10 m the excess over the leading term is below one per cent, but more than half of the precursor has already been consumed. With uniform flow the exponential region therefore governs less than half of the total deposition. This conclusion depends on the velocity profile, as the last section shows.

Axial diffusion lowers the final rate from 6.17 to 6.13 m$^{-1}$, a reduction of 0.6\%, as \eqref{eq:largepe} predicts. It raises the local growth rate by 3.6\% at 0.02 m, 0.6\% at 0.10 m and 1.1\% at 0.30 m. With the inlet concentration held at $c_0$, growth rises everywhere because each $\lambda_n$ is below $Dk_n^2/u$. The extra precursor diffuses in through the inlet; if the total feed were fixed instead, growth could not rise everywhere. Near the inlet the higher modes contribute, and their rates are lowered by a larger fraction. Far downstream the ratio of the two leading terms is $e^{(a-\lambda_0)x}$, which grows slowly with distance, so a small error in the rate accumulates.

\section{A wall that absorbs imperfectly}

Suppose the surface consumes precursor at the rate $k_sc(x,0)$, with $k_s$ a velocity. Neglect axial diffusion again. The wall condition becomes $D\,\partial c/\partial y=k_sc$ at $y=0$. A mode with zero slope at the ceiling is $Y=\cos[\theta(1-y/H)]$, for which $Y(0)=\cos\theta$ and $Y'(0)=(\theta/H)\sin\theta$. Hence
\begin{equation}
\theta\tan\theta=\mathrm{Da},\qquad \mathrm{Da}=\frac{k_sH}{D},\qquad
\text{decay rate}=\frac{D\theta^2}{uH^2}.
\label{eq:robin}
\end{equation}
The left side rises from zero to infinity on $0<\theta<\pi/2$, so the lowest root lies there, and the rate is below $a$ for any finite $\mathrm{Da}$.

For large $\mathrm{Da}$ write $\theta=\pi/2-\delta$ with small $\delta$. Then $\tan\theta=\cot\delta\approx1/\delta$, so $\delta\approx\theta/\mathrm{Da}$ and
\begin{equation}
\theta\approx\frac{\pi/2}{1+1/\mathrm{Da}},\qquad
\frac{\text{decay rate}}{a}\approx\frac{1}{(1+1/\mathrm{Da})^2}.
\end{equation}
In the worked reactor $k_s=0.20$ m/s gives $\mathrm{Da}=20$ and a factor of 0.907. This lowers the rate by 9\%, much more than axial diffusion does. Such a surface is fast compared with $D/H$ but slow on the molecular scale. The gas-kinetic limit of $k_s$, a quarter of the mean molecular speed, is of order 100 m/s at 1000 K, so $k_s=0.20$ m/s corresponds to a sticking probability near $10^{-3}$. For a sticking probability near one, $\mathrm{Da}\sim10^4$ and the correction is negligible.

For small $\mathrm{Da}$, $\tan\theta\approx\theta$ gives $\theta^2\approx\mathrm{Da}$, and
\begin{equation}
\text{decay rate}\approx\frac{D}{uH^2}\,\frac{k_sH}{D}=\frac{k_s}{uH}.
\end{equation}
This is the kinetic regime. The concentration is nearly uniform across the channel, $D$ has dropped out, and the decay length is proportional to $H$ instead of $H^2$. Measuring how the decay length varies with channel height at fixed $u$ can thus distinguish the two limits within this model.

\section{Parabolic flow}

A viscous gas in fully developed laminar flow between plates has the speed $6u\eta(1-\eta)$, where $u$ is now the mean and $\eta=y/H$. Writing the decay rate as $\mu D/(uH^2)$, the mode equation becomes
\begin{equation}
f''(\eta)=-6\mu\,\eta(1-\eta)f(\eta),\qquad f(0)=0,\quad f'(1)=0 .
\end{equation}
Integrating numerically from the wall and adjusting $\mu$ until the slope vanishes at the ceiling gives the lowest value $\mu=2.430$. Uniform flow has $\pi^2/4=2.467$. At equal mean speed, the parabolic profile lowers the final rate by 1.5\%, so \eqref{eq:a} remains a good estimate of it. The growth rates themselves change more. In the worked reactor the leading prefactor rises from 2.16 to 2.35 $\mu$m/h, and growth is 4\% lower than the table at 0.02 m, 9\% higher at 0.10 m and 12\% higher at 0.30 m. The excess over the leading term falls to one per cent at 0.079 m, where only 45\% of the feed has been consumed, so in a long channel the exponential region then governs more than half of the deposition. A gas whose kinematic viscosity is comparable to $D$ reaches the parabolic profile within a few centimetres in this reactor, so the table describes the uniform-flow model and not a real channel. The entrance law \eqref{eq:entrance} does not carry over, because it assumes a finite speed at the wall, where the parabolic speed vanishes.

Numerical values quoted here were computed with a short program.
